# Tunnelling estimate of the critical field for pair creation

**Problem.** A uniform, static electric field acts on the vacuum, pictured as a filled sea of negative-energy electrons.

(a) Estimate the field strength at which pair creation stops being strongly suppressed.

(b) Use WKB tunnelling to find how the probability of creating a pair depends on the field and on the electron's momentum transverse to it.

(c) Evaluate the probability for a force of $2\times10^7$ eV/Å on the electron, first with no transverse momentum and then with transverse momentum times $c$ equal to $2\times10^5$ eV. How widely are the transverse momenta spread?

(d) Where does the estimate stop being justified, and how does it compare with a direct solution of the Dirac equation?

**Solution**

**Conventions.** The algebra is in atomic units: the electron mass, the elementary charge and $\hbar$ equal 1, and $c=137.036$. The force on an electron has size $F$ and points along $+x$. Since the charge has size 1, $F$ is also the field strength. The transverse momentum $q$ is conserved, and the $y$ axis is chosen along it. Radiative corrections and the weakening of the field by the created pairs are left out.

**(a) The scale of the field**

The rest energy is $c^2$, and the reduced Compton length, $\hbar/mc$ in ordinary units, is $1/c$. A field is strong on the scale of the electron if its work over this length equals the rest energy:

$$F_c\cdot\frac1c=c^2\quad\Rightarrow\quad F_c=c^3 .$$

With numbers,

$$F_c=\frac{510999\ \text{eV}}{0.003862\ \text{Å}}\approx1.32\times10^{8}\ \text{eV/Å},$$

which corresponds to a field of $1.32\times10^{18}$ V/m. In units with $\hbar=c=1$ and the mass and charge restored, the Compton length is $1/m$, so the condition $eE_c/m=m$ gives $E_c=m^2/e$. This argument fixes a scale. What happens at that scale has to come from the tunnelling calculation.

**(b) The tunnelling exponent**

*The tilted gap.* The potential energy is $-Fx$. For a state of total energy $\varepsilon$, the energy left for motion and rest mass at position $x$ is

$$W(x)=\varepsilon+Fx .$$

The Dirac equation reads $W\psi=K\psi$, with

$$K=c\alpha_x p+B,\qquad B=cq\,\alpha_y+c^2\beta,\qquad p=-i\frac{d}{dx}.$$

The matrices $\alpha_x,\alpha_y,\beta$ anticommute with one another and square to 1. Hence the cross terms cancel in $B^2$ and in $K^2$:

$$B^2=c^4+c^2q^2\equiv D^2,\qquad K^2=c^2p^2+D^2 .$$

Multiply the Dirac equation by $W$ and move $W$ to the right through $K$:

$$W^2\psi=WK\psi=KW\psi+[W,K]\psi=K^2\psi+c\alpha_x[W,p]\psi .$$

The commutator follows from the product rule, $[W,p]\psi=-iW\psi'+i(W\psi)'=iF\psi$. Therefore

$$W^2\psi=\left(c^2p^2+D^2+icF\alpha_x\right)\psi .$$

The last term arises because $W$ does not commute with $p$. It is often called the spin term, although the two-component Dirac equation in one dimension, which has no spin, contains it too. Compared with $D^2$ at $q=0$ it has relative size $cF/c^4=F/F_c$, so it is dropped at leading order in a weak field; its effect is examined below. What remains is the local relation

$$c^2k^2=W^2-D^2 .$$

Motion is allowed for $W>D$, where the electron is free, and for $W<-D$, where it belongs to the filled sea. Between them lies a gap of width $2D$. Because $W$ grows with $x$ at the rate $F$, the gap is tilted in space: the sea lies on the left, the free states on the right, and a forbidden region of length $2D/F$ separates them. An electron that crosses it leaves a hole behind, and the hole is the positron.

*The decay constant.* In the forbidden region $k=i\kappa$, with

$$\kappa(x)=\frac{\sqrt{D^2-W(x)^2}}{c},\qquad \psi''=\kappa^2\psi .$$

Try $\psi=\exp(-\int\kappa\,dx)$. Differentiating twice gives $\psi''=(\kappa^2-\kappa')\psi$, so the trial form is good where $|\kappa'|\ll\kappa^2$. With $\kappa\sim D/c$ changing over a distance $D/F$, this condition becomes $D^2/(cF)\gg1$.

It fails close to the turning points $W=\pm D$. At a small distance $y$ inside one of them, $\kappa\approx\sqrt{2DFy}/c$, and $|\kappa'|$ reaches $\kappa^2$ when $y\sim(c^2/DF)^{1/3}$. The integral of $\kappa$ over that distance is of order one. The turning points can thus change the amplitude by a factor of order one, but not the large exponent.

*The integral.* The probability is the squared amplitude, $P\sim e^{-S}$, with $S=2\int\kappa\,dx$ between the turning points. Since $dx=dW/F$,

$$S=\frac{2}{cF}\int_{-D}^{D}\sqrt{D^2-W^2}\,dW .$$

Put $W=D\sin\theta$. The integral becomes $D^2\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi D^2/2$, the area of a half disc of radius $D$. Then

$$S=\frac{\pi D^2}{cF}=\frac{\pi(c^3+cq^2)}{F}=\pi\,\frac{F_c}{F}\left(1+\frac{q^2}{c^2}\right).$$

The energy $\varepsilon$ has dropped out, because changing it merely shifts the barrier along $x$. With $\hbar=c=1$, $D^2$ becomes $m^2+p_\perp^2$ and $F$ becomes $eE$, so

$$P\sim\exp\left[-\frac{\pi(m^2+p_\perp^2)}{eE}\right].$$

This is the probability for one mode, that is, for one transverse momentum, one spin state and one energy. A total rate would also need a count of the modes.

*A rougher barrier.* At $q=0$ the largest decay constant is $D/c=c$ and the barrier length is $2c^2/F$. Using the largest value over the whole length gives the exponent $2\cdot c\cdot2c^2/F=4F_c/F$. The shape of the barrier replaces 4 by $\pi$.

*The spin term.* For the two eigenvalues $s=\pm1$ of $\alpha_x$, the dropped term changes $\kappa^2$ to $\kappa^2+isF/c$. To first order $\kappa$ changes by $isF/(2c\kappa)=isF/(2\sqrt{D^2-W^2})$, and $S$ changes by

$$isF\int\frac{dx}{\sqrt{D^2-W^2}}=is\int_{-D}^{D}\frac{dW}{\sqrt{D^2-W^2}}=is\pi .$$

This is imaginary. Across the barrier it shifts the phase of the amplitude $e^{-S/2}$ by $-s\pi/2$ and leaves the real exponent unchanged at this order. The expansion in $F/\kappa^2$ fails next to the turning points, but taking the integral between the shifted turning points $W^2=D^2+iscF$ gives $S=\pi(D^2+iscF)/(cF)$, the same change $is\pi$. (In the allowed regions the same term changes the relative size of the components smoothly, as $D/2|W|$ once $|W|\gg D$, which does not touch the exponent.) The label $s$ is not the spin. $B$ anticommutes with $\alpha_x$, so every solution contains both $s=+1$ and $s=-1$ components. The two spin states are the eigenvalues $\pm1$ of $i\alpha_x\alpha_y\beta$. This matrix commutes with each of $\alpha_x$, $\alpha_y$ and $\beta$, because any one of them, moved through the product, commutes with itself and anticommutes with the other two factors, and the two sign changes cancel. It therefore commutes with $K$. The second-order equation has the same form for both eigenvalues, so both spin states have the same exponent.

*Two limits.* As $F\to0$, $P$ behaves as $e^{-\text{const}/F}$, which vanishes faster than any power of $F$. No finite number of terms in an expansion in powers of the field would show the effect. For $q\gg c$ the term $\pi cq^2/F$ makes up most of the exponent, because the transverse motion then supplies most of the gap. The rest mass still adds $\pi F_c/F$ to $S$, so it lowers $P$ by the same factor $e^{-\pi F_c/F}$ at every $q$.

**(c) Numbers**

At $2\times10^7$ eV/Å the force is $0.151\,F_c$. For $q=0$ the gap is $1.022\times10^6$ eV, and the barrier length is

$$\frac{1.022\times10^6\ \text{eV}}{2\times10^7\ \text{eV/Å}}=0.0511\ \text{Å},$$

about 13 reduced Compton lengths. The exponent and probability are

$$S=\frac{\pi}{0.1511}\approx20.8,\qquad P\sim e^{-20.8}\approx9\times10^{-10}.$$

The rougher barrier would give an exponent of 26.5.

For $cq=2\times10^5$ eV the exponent grows by the factor

$$1+\left(\frac{200000}{510999}\right)^2=1.153,$$

so $S\approx24.0$ and $P\sim4\times10^{-11}$. A 15 per cent increase in the exponent lowers the probability to 0.041 of its value at $q=0$.

The spread follows from the $q$-dependent factor $e^{-aq^2}$, with $a=\pi c/F$. Modes are spread evenly over the transverse momentum plane, whose area element is proportional to $q\,dq$. Hence

$$\langle q^2\rangle=\frac{\int_0^\infty q^3e^{-aq^2}dq}{\int_0^\infty q\,e^{-aq^2}dq}=\frac{1/(2a^2)}{1/(2a)}=\frac1a=\frac{F}{\pi c}.$$

The root-mean-square value of $cq$ is therefore $\sqrt{cF/\pi}\approx1.12\times10^5$ eV, about a fifth of the rest energy. The chosen $2\times10^5$ eV lies well out in the tail, at about 1.8 times this value.

The dependence on the field at $q=0$ is steep:

| Force (eV/Å) | $S$ | $e^{-S}$ |
|---|---|---|
| $1\times10^7$ | 41.6 | $8.8\times10^{-19}$ |
| $2\times10^7$ | 20.8 | $9.4\times10^{-10}$ |
| $4\times10^7$ | 10.4 | $3.1\times10^{-5}$ |
| $8\times10^7$ | 5.2 | $5.5\times10^{-3}$ |
| $1.32\times10^8$ $(=F_c)$ | 3.14 | $4.3\times10^{-2}$ |

Doubling the force halves $S$, and so replaces $e^{-S}$ by its square root. At $F_c$ the exponent is $\pi$ and the probability is a few per cent. The critical field thus marks the range in which suppression ceases to be strong; it is not a threshold at which pair creation begins.

**(d) Range of validity and a direct check**

The WKB condition $D^2/(cF)\gg1$ is the same as $S\gg\pi$. It holds well at the weaker fields in the table and is lost at $F_c$. The exponent would reach 1 at $\pi F_c\approx4.2\times10^8$ eV/Å, where the derivation no longer supports it. Leading WKB also leaves open the factor multiplying $e^{-S}$.

The field must be uniform over the barrier. It must also extend far enough: allowed regions on both sides require $W$ to run from below $-D$ to above $D$, so the total drop in potential energy must exceed $2D$. This makes the path possible but does not secure the estimate: when the drop is only slightly larger than $2D$, the factor in front of $e^{-S}$ can differ greatly from 1. In a static field with a smaller drop, this tunnelling path does not exist, however strong the field is locally.

The missing factor can be examined without WKB. Write the time-dependent wave function as $\psi=e^{iFxt}\chi$. The time derivative of the phase cancels the potential energy $-Fx$, and $p$ acting on the phase adds $Ft$:

$$i\frac{\partial\chi}{\partial t}=\left[c\alpha_x(p+Ft)+B\right]\chi .$$

Now $p$ is conserved, and a shift of the time origin sets it to zero. The electron starts at large negative $t$ in a negative-energy state, and its momentum is swept through zero. The weight found in positive-energy states at large positive $t$ is the pair probability for that mode. Numerical integration of this four-component equation, with $\sqrt{cF}\,t$ running from $-40$ to $40$, gives the values below (the forces $1.32\times10^8$ and $2.65\times10^8$ stand for $F_c$ and $2F_c$):

| Force (eV/Å) | $cq$ (eV) | $P$, Dirac equation | $e^{-S}$ |
|---|---|---|---|
| $5.00\times10^7$ | 0 | $2.45\times10^{-4}$ | $2.45\times10^{-4}$ |
| $1.32\times10^8$ | 0 | 0.0432 | 0.0432 |
| $1.32\times10^8$ | $2\times10^5$ | 0.0267 | 0.0267 |
| $2.65\times10^8$ | 0 | 0.208 | 0.208 |

In each case the two values agree to about one part in a thousand or better, relative to $e^{-S}$. The small remainder comes from the finite sweep: changing its length moves the first entry between $2.448$ and $2.452\times10^{-4}$. The factor in front of the exponential is therefore 1 to that accuracy in these four cases, even at $2F_c$, where $S=\pi/2$ and the leading-order derivation above does not justify it. The agreement has a reason. For each spin state $\alpha_x$ and $B/D$ act as two anticommuting $2\times2$ matrices, so the equation is the Landau–Zener problem with levels $\pm cFt$ and coupling $D$. Its known exact solution, quoted here without derivation, gives $e^{-\pi D^2/(cF)}=e^{-S}$ at any $F$. This holds for a field that is uniform and unbounded, with radiative corrections and back-reaction left out.

## Numbers as computed

```
speed of light c = 137.0360 atomic units
rest energy = 510999.0 eV
full gap at q=0 = 1021997.9 eV
reduced Compton length = 0.003862 angstrom
critical force = 1.3233e+08 eV/angstrom
critical field = 1.3233e+18 V/m
S at critical field, q=0 = 3.1416
P at critical field, q=0 = 0.04321
force where S=1 = 4.1572e+08 eV/angstrom
Worked example
force = 2.000e+07 eV/angstrom
force / critical force = 0.1511
barrier length at q=0 = 0.05110 angstrom
largest kappa at q=0 = 258.961 1/angstrom
crude flat-barrier exponent = 26.466
barrier integral, q=0 = 20.7861
closed exponent S, q=0 = 20.7861
P at q=0 = 9.391e-10
transverse momentum times c = 200000.0 eV
half gap with this q = 548744.0 eV
barrier length with this q = 0.05487 angstrom
S with this q = 23.9703
P with this q = 3.889e-11
P(q)/P(0) = 0.0414
rms transverse momentum times c = 112081.3 eV
size of spin phase = 3.14159 rad
Field dependence at q=0: force (eV/angstrom), S, P
  1.0e+07  41.572  8.819e-19
  2.0e+07  20.786  9.391e-10
  4.0e+07  10.393  3.064e-05
  8.0e+07  5.197  5.536e-03
Dirac evolution: force (eV/angstrom), cq (eV), P evolved, exp(-S)
  5.0000e+07  0.0  2.4493e-04  2.4495e-04
  1.3233e+08  0.0  4.3215e-02  4.3214e-02
  1.3233e+08  200000.0  2.6706e-02  2.6707e-02
  2.6466e+08  0.0  2.0788e-01  2.0788e-01
```
